\section*{Stochastic variational method for Ps⁻ and Ps₂ with controlled linear dependence}

\section{Where the naive scheme breaks}

The plain way to find the ground state of a few Coulomb particles is to draw Gaussian functions at random, keep those that lower the energy, and solve $Hc=\varepsilon Sc$ for each trial, $H$ and $S$ being the Hamiltonian and overlap matrices. This costs $O(K^3)$ per candidate for $K$ functions, and it admits candidates that double precision cannot judge. A function $\phi_{\alpha(1+\eta)}$ close to a member $\phi_\alpha$ adds to the span the direction $(\phi_{\alpha(1+\eta)}-\phi_\alpha)/\eta\to\alpha\,\partial_\alpha\phi_\alpha$. Its energy gain therefore tends to a finite limit as $\eta\to0$, nonzero unless the energy is already stationary in $\alpha$, while the squared norm $d$ of its new part falls as $\eta^2$. In the positronium example below, $\eta=10^{-8}$ has $d=1.24\times10^{-18}$ and double precision returns $5.55\times10^{-16}$. Every matrix element of the new direction is divided by $d$ or $\sqrt d$, so the predicted energy is noise and no longer a variational bound.

\section{Hamiltonian, basis and symmetry}

Hartree atomic units are used. There are $N$ point particles with masses $m_i$ and charges $q_i$, without relativity or annihilation; Ps$^-$ and Ps$_2$ have $m_i=1$, $q_i=\pm1$. Let $n=N-1$, $\mathbf x_i=\mathbf r_i-\mathbf r_N$, and $\mathbf R$ the centre of mass with total mass $M$. The chain rule gives $\nabla_{r_i}=\nabla_i+(m_i/M)\nabla_R$ and $\nabla_{r_N}=-\sum_i\nabla_i+(m_N/M)\nabla_R$. In $-\sum_i\nabla_{r_i}^2/2m_i$ the cross terms $-\frac1M\sum_i\nabla_i\cdot\nabla_R$ and $+\frac1M\sum_i\nabla_i\cdot\nabla_R$ cancel, and dropping the free motion of $\mathbf R$ leaves
\begin{equation}
H=-\tfrac12\sum_{ij}\Lambda_{ij}\nabla_i\cdot\nabla_j+\sum_{a<b}\frac{q_aq_b}{|w_{ab}^T\mathbf x|},\qquad \Lambda_{ij}=\frac{\delta_{ij}}{m_i}+\frac1{m_N},
\end{equation}
with $w_{ab}=e_a-e_b$, unit vectors $e_a$, and $e_N=0$.

The basis functions are $\phi_A=\exp(-\frac12\mathbf x^TA\mathbf x)$ with $A$ positive definite; $A=\sum\alpha_{ab}w_{ab}w_{ab}^T$ gives the exponent $-\frac12\sum\alpha_{ab}r_{ab}^2$. The product $\phi_A\phi_{A'}$ is a Gaussian with $B=A+A'$ in each of three Cartesian directions, so $S=[(2\pi)^n/\det B]^{3/2}$, and averages over it obey $\langle\mathbf x_k\cdot\mathbf x_l\rangle=3(B^{-1})_{kl}$. Integrating by parts once and using $\nabla_i\phi_A=-(A\mathbf x)_i\phi_A$,
\begin{align}
\frac TS&=\tfrac12\sum\Lambda_{ij}A_{ik}A'_{jl}\,3(B^{-1})_{kl}=\tfrac32\operatorname{tr}(A\Lambda A'B^{-1})\nonumber\\
&=\tfrac32\left[\operatorname{tr}\Lambda A-\operatorname{tr}(A\Lambda A\,B^{-1})\right],
\end{align}
where $A'=B-A$ was inserted; $A\Lambda A$ is then formed once per candidate. The vector $w^T\mathbf x$ is normal with variance $\gamma=w^TB^{-1}w$ per component, so
\begin{equation}
\Big\langle\frac1r\Big\rangle=\frac{4\pi\int_0^\infty r\,e^{-r^2/2\gamma}dr}{(2\pi\gamma)^{3/2}}=\frac{4\pi\gamma}{(2\pi\gamma)^{3/2}}=\sqrt{\frac{2}{\pi\gamma}} .
\end{equation}

The kernel of $e^{-\tau H}$ in position space is positive, so a bound spatial ground state is nondegenerate and positive. A symmetry of $H$ maps it onto a multiple of itself, and positivity makes the multiple $+1$. It has $L=0$ and is even under exchange of like particles. With at most two spin-$\frac12$ fermions of each kind, as in Ps$^-$ and Ps$_2$, this state is allowed and each like pair is a spin singlet; for three or more the Pauli principle excludes it. The group $G$ of relabellings $\pi$ that keep all masses and charge products has order 2 for Ps$^-$ and $2\cdot2\cdot2=8$ for Ps$_2$: electron exchange, positron exchange, and interchange of the two pairs. A relabelling sends $\mathbf x_i$ to $\mathbf r_{\pi i}-\mathbf r_{\pi N}=(T_g\mathbf x)_i$, hence $A\to A_g=T_g^TAT_g$. With $\Phi_A=\sum_g\phi_{A_g}$ and $O=1$ or $H$, which commute with $G$, moving the bra's operation to the ket permutes the group sum:
\begin{equation}
\langle\Phi_A|O|\Phi_{A'}\rangle=|G|\sum_g\langle\phi_A|O|\phi_{A'_g}\rangle .
\end{equation}
All $\Phi$ are normalised from here on, so $S_{kk}=1$.

\section{Judging a candidate without diagonalising}

Let $\psi_i=\sum_kC_{ki}\Phi_k$ be the current eigenstates, $C^TSC=1$, $\varepsilon_1<\varepsilon_2\le\dots$. For a candidate $\Phi$ put $s_i=\langle\psi_i|\Phi\rangle$, $h_i=\langle\psi_i|H|\Phi\rangle$, $h_\Phi=\langle\Phi|H|\Phi\rangle$. Its new part is $\chi=(\Phi-\sum s_i\psi_i)/\sqrt d$. Using $\langle\psi_i|\psi_j\rangle=\delta_{ij}$ and $\langle\psi_i|H|\psi_j\rangle=\varepsilon_i\delta_{ij}$,
\begin{align}
d&=1-\sum_is_i^2,\qquad v_i=\langle\psi_i|H|\chi\rangle=\frac{h_i-\varepsilon_is_i}{\sqrt d},\nonumber\\
h_\chi&=\frac1d\Big(h_\Phi-2\sum_is_ih_i+\sum_i\varepsilon_is_i^2\Big).
\end{align}
The eigenvalue equations are $(\varepsilon_i-E)c_i+v_ic_\chi=0$ and $\sum v_ic_i+(h_\chi-E)c_\chi=0$. Eliminating $c_i=-v_ic_\chi/(\varepsilon_i-E)$,
\begin{equation}
f(E)=h_\chi-E-\sum_i\frac{v_i^2}{\varepsilon_i-E}=0 .
\end{equation}
Since $f'=-1-\sum v_i^2/(\varepsilon_i-E)^2<0$, and for $v_1\neq0$ $f$ runs from $+\infty$ to $-\infty$ on $(-\infty,\varepsilon_1)$, there is one root $E^*<\varepsilon_1$. For $v_1=0$, $\psi_1$ remains an eigenstate, so the energy does not rise. The work is $|G|K$ primitive elements and $O(K^2)$ for the transformation.

The pole at $\varepsilon_1$ lies next to the root, so it is treated explicitly. Define $g(E)=h_\chi-\sum_{i\ge2}v_i^2/(\varepsilon_i-E)$ and
\begin{equation}
F(E)=\tfrac12(\varepsilon_1+g)-\sqrt{\tfrac14(g-\varepsilon_1)^2+v_1^2},
\end{equation}
the lower eigenvalue of the matrix with diagonal $\varepsilon_1,g$ and coupling $v_1$. A fixed point obeys $(\varepsilon_1-E)(g-E)=v_1^2$, which is $f=0$. Below $\varepsilon_2$, $g$ decreases with $E$, and $F$ increases with $g$, so $F$ decreases with $E$. From $E_0=\varepsilon_1\ge E^*$ follow $E_1=F(E_0)\le F(E^*)=E^*$, then $E_2\ge E^*$, and so on: odd iterates bound the root from below and even ones from above, whether or not they converge. At the root $\partial F/\partial g=c_\chi^2/(c_1^2+c_\chi^2)$, the weight of the second component, and $g'=-\sum_{i\ge2}c_i^2/c_\chi^2$, so $|F'|=\sum_{i\ge2}c_i^2/(c_1^2+c_\chi^2)$. The map contracts locally when $\psi_1$ and $\chi$ carry more than half of the new state, which a poor early basis need not satisfy. Ranking by the fourth iterate does not overstate a gain in either case, but where the map does not contract the even iterates can stay close to $\varepsilon_1$ and miss most of the gain. For 30 functions of the final Ps$^-$ basis below, with $\varepsilon_1=-0.261591774$ hartree, the best of the next ten members has $d=1.225\times10^{-3}$, and $E_1$ and $E_2$ both read $-0.261605491$ hartree.

\section{What rounding does at small $d$}

For a small gain, $\varepsilon_1-E^*\simeq v_1^2/(h_\chi-\varepsilon_1)$ if the $i\ge2$ terms are dropped, which changes the prefactor but not the scaling with $d$, since $h_\chi$ and the $v_i$ tend to finite limits when $\chi$ does. Multiplying through by $d$,
\begin{equation}
\varepsilon_1-E^*\simeq\frac{(h_1-\varepsilon_1s_1)^2}{d\,(h_\chi-\varepsilon_1)} .
\end{equation}
The denominator is of order $d$ but is formed by subtracting numbers of some size $h$, each with relative error $u\approx2\times10^{-16}$. Its relative error is about $uh/[d(h_\chi-\varepsilon_1)]$, of order $u/d$ when $h\sim h_\chi-\varepsilon_1$. The numerator holds $h_1-\varepsilon_1s_1=v_1\sqrt d$, with relative error about $uh/(|v_1|\sqrt d)$. Since $v_1$ is small when the gain is small, this term can be the larger one at moderate $d$, but it grows more slowly as $d\to0$. For a near-duplicate of one member the error relative to the gain thus approaches order $u/d$ at small $d$. A candidate whose projection on the basis needs large expansion coefficients carries the rounding of $S$ into $d$ weighted by their squares, and its error can be correspondingly larger.

For Ps, $n=1$, $\Lambda=2$, and $H/S=3\alpha\alpha'/(\alpha+\alpha')-\sqrt{2(\alpha+\alpha')/\pi}$. The basis $\alpha_k=0.02\cdot3^k$ bohr$^{-2}$, $k=0,\dots,7$, has $\varepsilon_1=-0.24997625$ hartree. The candidate is $\alpha_3(1+\eta)$; reference values come from Cholesky reduction in 50-digit arithmetic, and the error is the distance of the double-precision root from them.
\begin{center}
\begin{tabular}{cccc}
$\eta$ & $d$ & $E^*$ (hartree) & error (hartree)\\
$10^{-1}$ & $1.10\times10^{-4}$ & $-0.249977107$ & $2.2\times10^{-16}$\\
$10^{-2}$ & $1.23\times10^{-6}$ & $-0.249977175$ & $7.5\times10^{-16}$\\
$10^{-4}$ & $1.24\times10^{-10}$ & $-0.249977184$ & $5.3\times10^{-12}$\\
$10^{-5}$ & $1.24\times10^{-12}$ & $-0.249977184$ & $6.7\times10^{-10}$\\
$10^{-6}$ & $1.24\times10^{-14}$ & $-0.249977184$ & $6.5\times10^{-8}$
\end{tabular}
\end{center}
The true gain saturates at $0.24997718-0.24997625=9.3\times10^{-7}$ hartree and is slightly larger at small $\eta$, so an energy-driven search is not repelled from the member. In the last three rows the error follows $1/d$; at $\eta=10^{-6}$ it is $6.5\times10^{-8}/9.3\times10^{-7}=7\%$ of the gain, against $u/d\approx2\%$; the prefactor is one rounding outcome and changes with how the elements are evaluated. For this member, at $d\approx10^{-6}$ the error is below $10^{-15}$ hartree and $E^*$ is within $10^{-8}$ hartree of its limit. Near-duplicates of the other seven members at the same $d$ have errors below $10^{-13}$ hartree and lie within $4\times10^{-8}$ hartree of their limits, against gains of order $10^{-6}$ hartree. This motivates $d_{\min}=10^{-6}$.

\section{Which quantity to limit}

A limit on pair overlaps is the cheapest guard, but three functions defeat it. For unsymmetrised functions the normalised overlap is $(2^n\sqrt{\det A\det A'}/\det B)^{3/2}$. With $A'=e^tA$ this is $s(t)=[2e^{t/2}/(1+e^t)]^p=\cosh(t/2)^{-p}$, $p=3n/2$. Take $Ae^{-\eta},A,Ae^{\eta}$, with $s_1=s(\eta)$, $s_2=s(2\eta)$. The overlap vector $(s_1,s_1)$ of the middle function is an eigenvector of the outer overlap matrix with eigenvalue $1+s_2$, so $d=1-2s_1^2/(1+s_2)$. From $\ln\cosh(t/2)=t^2/8-t^4/192+\dots$,
\begin{align}
s_1^2&=1-\frac{p\eta^2}{4}+\Big(\frac p{96}+\frac{p^2}{32}\Big)\eta^4+\dots,\nonumber\\
\frac{1+s_2}2&=1-\frac{p\eta^2}{4}+\Big(\frac p{24}+\frac{p^2}{16}\Big)\eta^4+\dots
\end{align}
The $\eta^2$ terms cancel in the difference, and $\frac1{24}-\frac1{96}=\frac1{16}-\frac1{32}=\frac1{32}$, so at leading order
\begin{equation}
1-s_1^2\simeq\frac{p\eta^2}4,\qquad d\simeq\frac{p(p+1)}{32}\eta^4 .
\end{equation}
For $\eta=0.05$, $n=3$, these give $2.813\times10^{-3}$ and $4.834\times10^{-6}$; the element $s_1$ and the inverse of the computed $3\times3$ matrix give $2.808\times10^{-3}$ and $4.830\times10^{-6}$. The pair deficit overstates the independence by a factor near 600.

The next guard is $d\ge d_{\min}$ at insertion. Let $\sigma_k=\langle\Phi_k|\Phi\rangle$. From $C^TSC=1$ follows $S^{-1}=CC^T$, and $s=C^T\sigma$, so $a=S^{-1}\sigma=Cs$ and $d=1-\sigma^Ta$. Block elimination gives
\begin{equation}
S'=\begin{pmatrix}S&\sigma\\\sigma^T&1\end{pmatrix}=\begin{pmatrix}1&0\\a^T&1\end{pmatrix}\begin{pmatrix}S&0\\0&d\end{pmatrix}\begin{pmatrix}1&a\\0&1\end{pmatrix},
\end{equation}
as multiplication with $Sa=\sigma$ confirms. Hence $\det S'=d\det S$, and inverting the three factors, which changes the sign of $a$ in the outer two,
\begin{equation}
S'^{-1}=\begin{pmatrix}S^{-1}+aa^T/d&-a/d\\-a^T/d&1/d\end{pmatrix}.
\end{equation}
Insertion control gives $\det S\ge d_{\min}^{K-1}$. The eigenvalues other than $\lambda_{\min}$ sum to less than $\operatorname{tr}S=K$, so by the inequality of means their product is below $[K/(K-1)]^{K-1}<e$, and $\lambda_{\min}>d_{\min}^{K-1}/e$. This guarantee is empty at $K\sim100$. The weakness is visible in the inverse. Any function can be ordered last, so $d_k=1/(S^{-1})_{kk}$ is the squared norm of the part of $\Phi_k$ outside the span of all the others, and each insertion raises $1/d_k$ by $a_k^2/d$ for old members that insertion control does not revisit.

The $d_k$ pin $\lambda_{\min}$ from both sides. A diagonal element cannot exceed the largest eigenvalue, $(S^{-1})_{kk}\le1/\lambda_{\min}$, and a positive eigenvalue cannot exceed the trace, $1/\lambda_{\min}\le\operatorname{tr}S^{-1}$:
\begin{equation}
\Big(\sum_k\frac1{d_k}\Big)^{-1}\le\lambda_{\min}\le\min_kd_k .
\end{equation}
A candidate is therefore accepted if $d\ge d_{\min}$ and $\sum_iC_{ki}^2+a_k^2/d\le1/d_{\min}$ for every $k$, at the price of one more $O(K^2)$ product. Then $\lambda_{\min}\ge d_{\min}/K$, and with $\lambda_{\max}\le K$ the condition number is at most $K^2/d_{\min}$. Removing a function reverses the update and lowers each $1/d_k$, so the condition survives replacement.

A large $d_{\min}$ has a cost. Ps$^-$ bases grown towards $K=50$, with at most four attempts per wanted function and no refinement, stopped at $K=26$ ($-0.261269$ hartree) for $d_{\min}=10^{-1}$ and at $K=33$ ($-0.261707$ hartree) for $10^{-2}$, and reached $K=50$ ($-0.261981$ hartree) for $10^{-6}$. In these single random runs the strict thresholds starved the search of admissible candidates, so the energies compare different sizes, but size does not account for the whole loss: the table of the last section has $-0.2616469$ hartree for only 20 unrefined functions at $d_{\min}=10^{-6}$, below the 26-function value at $d_{\min}=10^{-1}$. A strict threshold also excludes functions that would lower the energy more than those it admits.

\section{The search}

Independent random $\alpha_{ab}>0$ cannot refine a good function and exclude negative $\alpha_{ab}$. A local move that keeps $A$ positive definite is $A=LL^T\to A'=LZZ^TL^T$, $Z=1+\kappa X$, with $X$ a matrix of standard normal numbers and $Z$ nonsingular. Since $\det A'=\det A\,(\det Z)^2$ and $\det(A+A')=\det A\det(1+ZZ^T)$, the unsymmetrised overlap with the parent is $[2^n|\det Z|/\det(1+ZZ^T)]^{3/2}$, independent of $A$: one step size $\kappa$ serves tight and diffuse functions alike. The overlap of the symmetrised functions is likewise unchanged when $A$ is multiplied by a constant, but it does depend on the shape of $A$.

To grow the basis, a first batch mixes functions with $\alpha_{ab}=b^{-2}$, $b$ log-uniform, and mutated members; three further batches mutate the current best with $\kappa$ roughly halved each time; the winner is added and the problem diagonalised once. Eigenvalues of $A$ are kept in $[10^{-4},10^3]$ bohr$^{-2}$. This caps the condition number of $A$ at $10^7$ but does not make $\det B$ accurate to $u$: for $n=3$ and eigenvalues $2\times10^{-4},2\times10^{-4},5\times10^2$ bohr$^{-2}$, cofactor expansion leaves a relative error of order $10^{-6}$ in $\det B$, as large as $d_{\min}$, so the estimate of order $u/d$ applies only to moderately anisotropic $A$. Early functions were chosen for a smaller basis, so at the sizes tabulated each member in turn is removed, and a mutant replaces it if its fourth iterate is lower than the member's. Both iterates are upper bounds, so the energy can rise by at most the amount by which the member's iterate exceeds its root.

\section{Ps$^-$, Ps$_2$, trion and biexciton}

With $d_{\min}=10^{-6}$, 14 functions give $-0.24999978$ hartree for Ps, whose reduced mass $\frac12$ fixes the exact $-\frac14$. Energies in hartree before and after refinement, for one random sequence:
\begin{center}
\begin{tabular}{lccc}
& $K$ & grown & refined\\
Ps$^-$ & 20 & $-0.2616469$ & $-0.2618256$\\
& 40 & $-0.2619683$ & $-0.2619804$\\
& 100 & $-0.2620027$ & $-0.2620042$\\
Ps$_2$ & 20 & $-0.5134284$ & $-0.5148899$\\
& 40 & $-0.5154774$ & $-0.5156550$\\
& 80 & $-0.5158713$ & $-0.5159216$\\
& 150 & $-0.5159764$ & $-0.5159921$
\end{tabular}
\end{center}
The final upper bounds, $-0.2620042$ hartree ($-7.1295$ eV) and $-0.5159921$ hartree ($-14.0409$ eV), round to $-0.2620$ and $-0.5160$. The method supplies no lower bound. The Ps$_2$ value would leave that rounding after a further fall of $0.51605-0.5159921=5.8\times10^{-5}$. Its refined energies fell by $7.65\times10^{-4}$, $2.67\times10^{-4}$ and $7.05\times10^{-5}$, with ratios $0.35$ and $0.26$; a geometric tail with ratio $0.35$ adds $7.05\times10^{-5}\times0.35/0.65=3.8\times10^{-5}$, an estimate and not a bound. For Ps$^-$ the last fall, $2.4\times10^{-5}$, is below the margin $4.6\times10^{-5}$.

Scaling lengths by $1/\mu$ gives $E(\mu)=\mu^2\langle T\rangle+\mu\langle V\rangle$, stationary at $\mu=1$ when $-\langle V\rangle/\langle T\rangle=2$. Ps$_2$ has $1.031976/0.515984=2.00002$ and Ps$^-$ has $0.524008/0.262004=2.00000$. This shows that the overall scale is optimal and does not measure completeness.

The final bases lie above the threshold: $\min d_k=8.69\times10^{-6}$, $\lambda_{\min}=5.09\times10^{-6}$ for Ps$^-$, and $1.96\times10^{-4}$, $1.10\times10^{-4}$ for Ps$_2$. In both, $\lambda_{\min}$ is within a factor 2 of $\min d_k$ and far above the guarantees $1.0\times10^{-8}$ and $6.7\times10^{-9}$.

The thresholds Ps$+e^-$ and Ps$+$Ps lie at $-\frac14$ and $-\frac12$. An upper bound on $E$ is a lower bound on the binding: at least $0.2620042-0.25=0.012004$ hartree ($0.3266$ eV) and $0.5159921-0.5=0.015992$ hartree ($0.4351$ eV), the eV values being rounded down.

In the Wannier limit of the exciton problem, with isotropic parabolic bands, static screening $\epsilon$ and no electron-hole exchange, a bulk crystal with $m_e=m_h=m$ has the same Hamiltonian with $1/m$ on $T$ and $1/\epsilon$ on $V$. Setting $\mathbf r=(\epsilon/m)\boldsymbol\rho$ turns these into $(1/m)(m/\epsilon)^2$ and $(1/\epsilon)(m/\epsilon)$, both $m/\epsilon^2$, with $A\to(m/\epsilon)^2A$. The exciton Rydberg is $\mathrm{Ry}^*=m/4\epsilon^2$ hartree, so the trion binds by at least $0.012004/0.25=0.0480\,\mathrm{Ry}^*$ and the biexciton by at least $0.015992/0.25=0.063968\,\mathrm{Ry}^*$; the tail estimate above would add $3.8\times10^{-5}/0.25=1.5\times10^{-4}\,\mathrm{Ry}^*$ to the latter, which is therefore about $0.064\,\mathrm{Ry}^*$. The model values $m=0.2$, $\epsilon=10$ give $\mathrm{Ry}^*=13.606$ meV and bindings of at least $0.65$ and $0.87$ meV. For $m_e\ne m_h$ the interchange of the pairs is lost, the biexciton group has order 4, and these ratios no longer follow from scaling.
